# Does Bending Charge Measure the Bulk Flexoelectric Coefficient?

**The argument under comment.** Imagine a manuscript that reports the bending of a centrosymmetric dielectric plate with short-circuited electrodes. The electrode charge per area, divided by the curvature, is called the bulk flexoelectric coefficient. Four reasons are given. The crystal is centrosymmetric, so piezoelectricity is excluded. Stretching the plate produces no charge. The coefficient does not change with thickness, as a bulk property should not. It grows in proportion to the dielectric permittivity, as flexoelectricity should.

The measurement may be sound, but the identification does not follow. A surface breaks inversion symmetry even when the crystal does not, and a thin piezoelectric layer at each surface can satisfy all four observations. The question is how large its contribution is, and whether the data can distinguish it from the bulk one.

**Geometry and mechanics**

Let the plate occupy $-t/2<z<t/2$, with its mid-plane unstrained. Bending with curvature $\kappa$ gives the in-plane strain $u_{xx}=\kappa z$, so positive $\kappa$ stretches the top. In a plate held to cylindrical bending about one axis, $u_{yy}=0$. Width alone does not ensure this: it takes supports that suppress the transverse curvature or, with free side edges and width $b$, $\kappa b^2/t\gg1$. The faces are free, hence $\sigma_{zz}=0$. For a cubic crystal with its axes along the plate,

$$c_{12}(u_{xx}+u_{yy})+c_{11}u_{zz}=0,\qquad u_{zz}=-\frac{c_{12}}{c_{11}}(u_{xx}+u_{yy}).$$

The thickness strain therefore has a gradient too. If $\mu_t$ and $\mu_l$ are the transverse and longitudinal flexoelectric coefficients, bending measures at most the combination $\mu=\mu_t-(c_{12}/c_{11})\mu_l$. Likewise a surface layer responds through $e=e_{31}-(c_{12}/c_{11})e_{33}$, if it has the elastic constants of the interior. The thickness strain caused by the electric field itself is included by taking the permittivities at fixed in-plane strain and zero normal stress. Below, $\mu$ and $e$ mean these effective coefficients.

A narrow beam also has $\sigma_{yy}=0$. The two stress conditions, divided by $u_{xx}$, are

$$c_{12}+c_{11}a+c_{12}b=0,\qquad c_{12}+c_{12}a+c_{11}b=0,$$

where $a=u_{yy}/u_{xx}$ and $b=u_{zz}/u_{xx}$. Subtraction gives $a=b$, and then $a=-c_{12}/(c_{11}+c_{12})$. The in-plane strain sum is thus multiplied by $1+a=c_{11}/(c_{11}+c_{12})$. For $c_{11}=320$ GPa and $c_{12}=100$ GPa this is 0.76. With couplings isotropic in the plane, bulk and surface responses are reduced by the same factor, so a change from plate to beam does not separate them. The worked plate below assumes cylindrical bending; at a width of 3 mm it has $\kappa b^2/t\approx0.2$, so free side edges would put it at the beam limit and multiply its coefficients by 0.76.

**Bulk and surface polarization**

In the interior, take the energy density for linear response at fixed electric field $E$,

$$w=\frac{P^2}{2\chi_b}-fP\frac{du_{xx}}{dz}-PE .$$

Here $f$ is the flexocoupling voltage and $\chi_b=\epsilon_b-\epsilon_0$; permittivities are absolute. Setting $\partial w/\partial P=0$ gives $P=\chi_b(E+f\kappa)$. Since $D=\epsilon_0E+P$,

$$D=\epsilon_bE+\mu\kappa,\qquad \mu=\chi_bf.$$

Now give each surface a layer of thickness $\lambda$, permittivity $\epsilon_\lambda$ and piezoelectric coefficient $e$, counted positive along the outward normal. Inversion exchanges the two equivalent surfaces and reverses $P_z$, but leaves $u_{xx}$ unchanged. Measured along the fixed $z$ axis, the coefficient is therefore $+e$ at the top and $-e$ at the bottom:

$$D=\epsilon_\lambda E\pm e\,u_{xx}.$$

In bending, the strain also changes sign between the faces. The two reversals cancel and both layers are polarized in the same direction. Under a uniform stretch the strain has one sign, and the layer polarizations oppose each other. The absence of charge on stretching is what two equivalent piezoelectric surfaces produce. It does not show that $e=0$.

**The short-circuit charge**

Let $p(z)$ denote the strain-induced polarization at zero field: $\mu\kappa$ in the interior and $\pm e\kappa z$ in the layers. With no free charge inside the plate, $dD/dz=0$, so $D$ is uniform. It equals the charge density on the lower electrode. From $E=(D-p)/\epsilon$ and the short-circuit condition $\int E\,dz=0$,

$$D\int\frac{dz}{\epsilon}=\int\frac{p}{\epsilon}\,dz. \tag{1}$$

The top layer contributes to the right-hand side

$$\frac{e\kappa}{\epsilon_\lambda}\int_{t/2-\lambda}^{t/2}z\,dz
=\frac{e\kappa}{2\epsilon_\lambda}\left[\frac{t^2}{4}-\left(\frac t2-\lambda\right)^2\right]
=\frac{e\kappa\lambda(t-\lambda)}{2\epsilon_\lambda}.$$

The bottom layer gives the same amount. The interior contributes $(t-2\lambda)\mu\kappa/\epsilon_b$. The integral on the left is $(t-2\lambda)/\epsilon_b+2\lambda/\epsilon_\lambda$. Dividing, and multiplying numerator and denominator by $\epsilon_b$, we obtain for $\mu_{\rm eff}=D/\kappa$

$$\mu_{\rm eff}=\frac{(t-2\lambda)\mu+e\lambda(t-\lambda)\epsilon_b/\epsilon_\lambda}{t+t_*},\qquad
t_*=2\lambda\left(\frac{\epsilon_b}{\epsilon_\lambda}-1\right). \tag{2}$$

When $t$ is much larger than both $\lambda$ and $|t_*|$,

$$\mu_{\rm eff}\simeq\chi_bf+\epsilon_bf_s,\qquad f_s=\frac{e\lambda}{\epsilon_\lambda}. \tag{3}$$

The surface term does not vanish as the plate is made thicker. The layers fill a fraction $2\lambda/t$ of the plate, but at fixed curvature their strain grows as $\kappa t/2$. The product of the two, times $e$, is $e\lambda\kappa$, already independent of thickness.

Electrostatics then multiplies this estimate by $\epsilon_b/\epsilon_\lambda$. The potential drops across the layers must be balanced by an interior field. From $D=\epsilon_bE_b+\mu\kappa$ and equation (3), that field is

$$E_b=\frac{D-\mu\kappa}{\epsilon_b}\simeq\kappa f_s.$$

It polarizes the whole interior. The surface contribution thus appears largely as polarization of the bulk, although its cause lies at the surface.

**A worked plate**

Take $t=100$ µm and a surface strain of $10^{-4}$. Then $\kappa=2\times10^{-4}/(10^{-4}\ \text{m})=2\ \text{m}^{-1}$. Let the relative permittivities be 300 in the interior and 20 in the layers, with $\lambda=0.4$ nm, $e=100$ µC/cm² $=1$ C/m² and $f=2$ V. The surface voltage is

$$f_s=\frac{(1\ \text{C/m}^2)(0.4\times10^{-9}\ \text{m})}{20\epsilon_0}=2.26\ \text{V}.$$

The bulk coefficient is $299\epsilon_0\times2\ \text{V}=5.29$ nC/m, while the surface contributes $300\epsilon_0\times2.26\ \text{V}=6.00$ nC/m. Their sum is 11.29 nC/m, or 2.13 times the bulk coefficient. Dividing it by $\chi_b$, as the manuscript would, gives an apparent flexocoupling voltage of 4.27 V instead of 2 V.

The charge density is $11.29\times10^{-9}\times2=2.26\times10^{-8}$ C/m², or $2.26\times10^{-6}$ µC/cm². A 10 mm² electrode collects 0.226 pC. At 10 Hz the current amplitude is $2\pi\times10\times0.226=14.2$ pA.

The fields show the mechanism. The interior field is 4.52 V/m, which over 100 µm amounts to 0.452 mV. The layer field is $-0.00565$ MV/cm, or $-5.65\times10^5$ V/m. Over two layers of 0.4 nm it gives $-0.452$ mV. The sum vanishes, as a short circuit requires.

Now reverse $e$, with everything else fixed. The coefficient becomes $5.29-6.00=-0.71$ nC/m. The same interior then gives a response of the opposite sign.

The comparable sizes have a simple dimensional origin. A surface dipole change of one elementary charge $q$ times $\lambda$ per cell of volume $\lambda^3$, per unit strain, gives $e\sim q/\lambda^2$, which is about 1 C/m² here. Hence $f_s\sim q/(\epsilon_\lambda\lambda)$. The voltage of a point charge at distance $\lambda$, $q/(4\pi\epsilon_0\lambda)=3.6$ V, is a natural atomic scale for $f$. Both quantities are then of the order of volts. This is an estimate of size: a particular surface may have a much smaller $e$.

**Why the two scans do not decide**

Thickness first. In equation (2), the ratio of surface to bulk contributions is

$$\frac{e\lambda\epsilon_b}{\mu\epsilon_\lambda}\,\frac{t-\lambda}{t-2\lambda}.$$

For the worked plate it is 1.133 at 100 µm and 1.138 at 0.1 µm. The total falls from 11.29 to 10.10 nC/m over the same range, mainly through the common denominator. Here $t_*=2\times0.4\times14=11.2$ nm, which is no longer negligible beside 100 nm. Thus, as long as the layers are much thinner than the plate and the two parts do not nearly cancel, the thickness dependence hardly distinguishes them.

A permittivity scan, made for instance by changing temperature, fares no better. If $f$, $e$, $\lambda$ and $\epsilon_\lambda$ stay fixed, equation (3) gives

$$\frac{d\mu_{\rm eff}}{d\epsilon_b}=f+f_s=4.26\ \text{V}.$$

Proportionality to $\epsilon_b$, apart from the negligible term $-\epsilon_0f$, indicates that the sum $f+f_s$ is constant; it does not show that $f_s=0$. If the surface parameters vary with temperature while $f$ stays fixed, the slope is $f+d(\epsilon_bf_s)/d\epsilon_b$ and the line may bend. The surface part drops out of the slope if $\epsilon_bf_s$ stays constant, for instance when $\epsilon_\lambda$ is proportional to $\epsilon_b$ at fixed $e\lambda$. A straight line alone does not establish this: $f_s=A+B/\epsilon_b$, with constant $A$ and $B$, also gives one, with slope $f+A$.

Measuring voltage instead of charge does not remove the ambiguity. In open circuit $D=0$, so $E=-p/\epsilon$, and the potential of the top relative to the bottom is

$$V=\int\frac p\epsilon\,dz\simeq\kappa t\left(\frac{\chi_b}{\epsilon_b}f+f_s\right).$$

With $\kappa t=2\times10^{-4}$ this gives 0.850 mV. Again the two voltages are added.

**Surfaces without a sharp layer**

A uniform layer 0.4 nm thick is a continuum description at atomic scale and should not be taken literally. Let instead $e(s)$ and $\epsilon(s)$ vary with depth $s$, with $e$ vanishing and $\epsilon\to\epsilon_b$ over a depth small compared with $t$. Let $\int_0^\infty(\epsilon_b/\epsilon-1)\,ds$, which takes the place of $t_*/2$, also be small in magnitude compared with $t$; a thin region of very low permittivity can violate this second condition. The strain near the faces is then nearly $\pm\kappa t/2$. In equation (1) the two surfaces contribute $\kappa t\int(e/\epsilon)\,ds$ and the interior $t\mu\kappa/\epsilon_b$; the left-hand integral tends to $t/\epsilon_b$. Equation (3) survives with

$$f_s=\int_0^\infty\frac{e(s)}{\epsilon(s)}\,ds. \tag{4}$$

This integral has a direct meaning. Stretch the plate uniformly by $u$ in open circuit. At the top $E=-eu/\epsilon$, so the potential rises from interior to surface by $-\int E\,dz=uf_s$. The surface voltage is the change of the surface potential step per unit strain.

Consider $e(s)=e_0x$ and $\epsilon(s)=\epsilon_b-(\epsilon_b-\epsilon_\lambda)x$, with $x=\exp(-s/\lambda)$. Since $ds=-\lambda\,dx/x$,

$$f_s=e_0\lambda\int_0^1\frac{dx}{\epsilon_b-(\epsilon_b-\epsilon_\lambda)x}
=\frac{e_0\lambda}{\epsilon_b-\epsilon_\lambda}\ln\frac{\epsilon_b}{\epsilon_\lambda}.$$

With $e_0=1$ C/m² and the other values unchanged, $f_s=0.437$ V and $\mu_{\rm eff}=6.46$ nC/m. The surface part has dropped from 6.00 to 1.16 nC/m, because the permittivity now rises steeply just below the face and suppresses $e/\epsilon$. Quoting a piezoelectric coefficient and a depth is therefore not enough; the integral (4) is needed.

This profile also limits the conclusion about the permittivity scan. Here $f_s$ depends on $\epsilon_b$, because the permittivity of the surface region follows that of the interior. With $e_0$, $\lambda$, $\epsilon_\lambda$ and $f$ fixed,

$$\frac{d(\epsilon_bf_s)}{d\epsilon_b}=e_0\lambda\,\frac{\epsilon_b-\epsilon_\lambda-\epsilon_\lambda\ln(\epsilon_b/\epsilon_\lambda)}{(\epsilon_b-\epsilon_\lambda)^2}=0.13\ \text{V},$$

well below $f_s=0.437$ V. The slope of the scan is then 2.13 V, while $\mu_{\rm eff}/\epsilon_b$ is 2.43 V, so the coefficient is not proportional to $\epsilon_b$. A scan fails to reveal the surface when $f_s$ stays constant, as for the sharp layer with fixed parameters, provided $t\gg t_*$ over the whole scan. Since $t_*$ grows with $\epsilon_b$, a thin plate or a large permittivity bends the line: at $\epsilon_b=2000\epsilon_0$, $t_*=79$ nm, and the slope for a 1 µm plate is 3.65 V. This bending comes from the series capacitance of the layers and occurs for $e=0$ as well. This numerical case was also tested by minimizing the dielectric energy of a bent plate and comparing its charge with the potential step found in a stretched one. The two agreed within a relative tolerance of $10^{-3}$.

**What the interior equation leaves open**

There is a further objection to reading the coefficient from the bulk alone. Consider a plate with uniform $\chi_b$, a polarization-gradient energy $g(P')^2/2$, and the coupling energy density

$$w_c=-\theta fPu'+(1-\theta)fuP',$$

where $u=\kappa z$ and a prime means $d/dz$. Since $uP'=(uP)'-Pu'$, changing $\theta$ changes only a boundary term. Varying $P$ at fixed $E$ gives, for every $\theta$, the interior equation

$$\frac P{\chi_b}-gP''=E+f\kappa. \tag{5}$$

The terms left at the faces by integration by parts require

$$gP'+(1-\theta)fu=0\quad\text{at }z=\pm t/2.$$

The difference between the two faces is $g[P']=-(1-\theta)f\kappa t$. Integrate (5) across the plate, with $\int E\,dz=0$:

$$\frac1{\chi_b}\int P\,dz=f\kappa t+g[P']=\theta f\kappa t.$$

In short circuit $Dt=\int(\epsilon_0E+P)\,dz=\int P\,dz$, so $\mu_{\rm eff}=\theta\chi_bf$. For $\theta=1$, $1/2$ and $0$, the measured coefficient is 1, 0.5 and 0 times $\chi_bf$, although the interior obeys the same equation. The numerical minimization gives these same ratios. Its output lists $\theta$ under the label "Boundary weight"; the boundary term $f(uP)'$ itself has the weight $1-\theta$, so it is absent for $\theta=1$ and complete for $\theta=0$.

Unless compensating surface terms are added, these are physically different plates. If such terms are added, the same plate can be described with any $\theta$. What is called the surface contribution then depends on how the bulk coupling is written, while the total charge does not. A published separation must therefore state its coupling energy and boundary terms.

**Unequal surfaces and frozen polarity**

Let the surface voltages be $f_1$ at the top and $f_2$ at the bottom, and let the neutral plane lie at $z=\delta$. The face strains are $\kappa(t/2-\delta)$ and $-\kappa(t/2+\delta)$. For a thick plate equation (1) gives

$$\mu_{\rm eff}\simeq\chi_bf+\epsilon_b\left[\frac{f_1+f_2}2-(f_1-f_2)\frac\delta t\right].$$

If $e$ at the bottom is halved, the worked coefficient becomes 9.79 nC/m, 13% below its original value. A neutral-plane shift of 1 µm then changes it by a further $-0.31\%$. Under a uniform stretch $u$ the same plate gives $D\simeq\epsilon_bu(f_1-f_2)/t$. Stretching thus detects the difference of the surfaces, whereas bending with $|\delta|\ll t$ responds mainly to their mean, unless the two surface voltages nearly cancel.

A different case is polarity frozen into the whole thickness. For a piezoelectric profile $e_1(2z/t)$ and uniform permittivity,

$$D=\frac1t\int_{-t/2}^{t/2}\frac{2e_1\kappa z^2}{t}\,dz=\frac{e_1\kappa t}{6}.$$

This contribution is proportional to $t$ at fixed $e_1$, so here a thickness scan is informative. In the 100 µm plate, $e_1=0.068$ µC/cm² would suffice to match the entire worked signal. That is less than a thousandth of the assumed surface coefficient. If the polarity is confined to a skin of fixed depth much smaller than $t$, however, it belongs in equation (4), and its contribution is again independent of thickness, to leading order in the ratio of skin depth to $t$.

**Relation to a real plate**

The interior permittivity and elastic constants are rough values for strontium titanate at room temperature, where bending coefficients of the order of nC/m are found. The voltage $f$ and the surface parameters are model choices, so the computed ratio is not a property of that material. With a rough Curie–Weiss temperature of 35 K, the permittivity changes at 300 K by 0.38% per kelvin, which matters when samples are compared. For an assumed resistivity of $10^{12}$ Ω cm, the ratio of the leakage current $E/\rho$ to the field-driven displacement current $\omega\epsilon_bE$ at 10 Hz is $1/(\omega\rho\epsilon_b)=6\times10^{-4}$ in the interior. In layers of the same resistivity it is 15 times larger, about 0.9%, because their permittivity is lower; this layer resistivity is an assumption. At 10 Hz an ohmic layer resistivity well below $1/(\omega\epsilon_\lambda)\approx9\times10^9$ Ω cm shorts the layers and removes most of the surface term. In conducting samples, free carriers would invalidate the model. The layer field is 0.6% of a reference breakdown field of 1 MV/cm. With a quartic dielectric energy $\beta P^4/4$ and $\beta=8\times10^9$ J m⁵/C⁴, even a polarization $P=10^{-4}$ C/m², the zero-field layer value $eu_{xx}$, would change the bulk inverse susceptibility by only a fraction $3\beta\chi_bP^2\approx6\times10^{-7}$. This is an upper bound for the bending-induced polarization, which in short circuit is about $5\times10^{-6}$ C/m² in the layers and $2\times10^{-8}$ C/m² in the interior; a static polarization of the layers is not included. For these numbers, unequal surfaces and frozen polarity are far more serious than leakage or the quartic dielectric nonlinearity.

**Requested revision**

The manuscript should call its result an effective bending coefficient of the plate with its surfaces and electrodes. A comparison between surface preparations, each applied to both faces alike, with the interior, geometry and temperature held fixed, would be valuable: in a plate much thicker than $t_*$ for both preparations, a difference would measure $\epsilon_b\Delta f_s$ and reveal a surface contribution. In a thinner plate, a change of $\lambda$ or $\epsilon_\lambda$ alters $t_*$ and shifts the coefficient even with $e=0$. Agreement would show only that the two values of $f_s$ are equal, not that they vanish. Nor does averaging two preparations give the bulk value in general. It does so in the worked example, where $(11.29-0.71)/2=5.29$ nC/m, because $e$ was reversed exactly. To extract $f$, the authors need an independent determination of $f_s$ for the same interfaces, using the same division between bulk and boundary energy. The numerical output below gives the main values for the cases discussed.

## Values computed for the example and the checks

```
Plate thickness: 100 um
Surface strain: 0.0001
Curvature: 2 1/m
Bulk relative permittivity: 300
Layer relative permittivity: 20
Layer thickness: 0.4 nm
Surface piezoelectric coefficient: 100 uC/cm2
Bulk flexocoupling voltage f: 2 V
Surface voltage f_s: 2.2588 V
Point-charge voltage at layer distance: 3.5999 V
Bulk coefficient: 5.2942 nC/m
Surface contribution: 5.9993 nC/m
Measured coefficient: 11.293 nC/m
Measured/bulk ratio: 2.1329
Apparent flexocoupling voltage: 4.2659 V
Measured coefficient, e reversed: -0.70514 nC/m
Charge density: 2.2587e-06 uC/cm2
Electrode area: 10 mm2
Electrode charge: 0.22587 pC
Bending frequency: 10 Hz
Current amplitude: 14.192 pA
Open-circuit voltage: 0.85043 mV
Short-circuit bulk field: 4.5166 V/m
Short-circuit layer field: -0.0056458 MV/cm
t=0.1 um: total=10.0975 nC/m, surface/bulk=1.1378
t=1 um: total=11.1631 nC/m, surface/bulk=1.1336
t=10 um: total=11.2815 nC/m, surface/bulk=1.1332
t=100 um: total=11.2935 nC/m, surface/bulk=1.1332
Permittivity-scan slope: 4.2576 V
Smooth-profile surface voltage: 0.43691 V
Smooth-profile coefficient: 6.4552 nC/m
Boundary weight 1: mu_eff/mu_bulk=1.0000
Boundary weight 0.5: mu_eff/mu_bulk=0.5000
Boundary weight 0: mu_eff/mu_bulk=0.0000
Elastic constant c11: 320 GPa
Elastic constant c12: 100 GPa
Narrow-beam/wide-plate factor: 0.7619
Assumed resistivity: 1e+12 ohm cm
Leakage/displacement current ratio: 0.000599
Temperature: 300 K
Assumed Curie-Weiss temperature: 35 K
Permittivity drift magnitude: 0.377 %/K
Assumed quartic coefficient: 8e+09 J m5/C4
Nonlinear stiffness fraction, upper size: 6.35e-07
Reference breakdown field: 1 MV/cm
Layer field/reference breakdown: 0.0056458
Coefficient, bottom e halved: 9.7936 nC/m
Neutral-plane shift: 1 um
Resulting change, bottom e halved: -0.306 %
Frozen e1 matching whole signal: 0.067761 uC/cm2
```
